Why Pulay density mixing leads to a bordered linear system, part 1

(Sections cited here and not found follow in the second part.)

## First half: from past residuals to a linear system

Q. A self-consistent density calculation gives me a list of trial densities, none of them right. You propose to combine them. Why should a combination of wrong densities be better than the latest one?

A. Because each trial density comes with a measured error, and errors can cancel. Let F be the Kohn–Sham map: it takes an input density n, builds the effective potential, solves for the orbitals, fills them, and returns an output density F[n]. A self-consistent density satisfies F[n*] = n*. For a trial density n_i the residual is

R_i = F[n_i] − n_i.

It vanishes at self-consistency. If two residuals point in nearly the same direction but have different lengths, a weighted difference of them can be much shorter than either. I look for weights c_1, …, c_m that make the combination

R̄ = c_1 R_1 + c_2 R_2 + … + c_m R_m

as short as possible, and then use the same weights on the densities:

n̄ = c_1 n_1 + c_2 n_2 + … + c_m n_m.

Q. "Short" by what measure? A residual is a function of position.

A. We must choose a real inner product ⟨R,R'⟩ that is symmetric, linear in each argument, and positive for R = R' unless R = 0. Its norm is ‖R‖ = √⟨R,R⟩. The integral of R(r)R'(r) over space is one choice, and a Coulomb integral is another. The derivation needs just the listed properties, but the weights it produces depend on the choice.

Q. Then I can beat you at once. Set all weights to zero. The combination has norm zero, and no method can do better.

A. That shows that a condition on the weights is needed. The density that goes with your solution is n̄ = 0, an atom without electrons. Let every trial density hold N electrons. Then

∫ n̄ d³r = Σ_i c_i ∫ n_i d³r = N Σ_i c_i.

To keep N electrons we need

Σ_i c_i = 1.

Q. This is bookkeeping. I could ignore the condition and rescale the density at the end.

A. There is a second reason, and it decides whether R̄ tells us anything about n̄. We minimize a combination of old residuals. What we want to be small is the residual of the new density, R[n̄]. These are different objects, because F is not linear. Let me compare them.

Take a reference density n_0 near all the trial densities and write n_i = n_0 + δ_i. I assume that F is smooth there, which requires that the occupations do not jump. Then

R[n_0 + δ] = R[n_0] + Lδ + ½ Q(δ,δ) + …,

where L is the linear first derivative and Q the bilinear second derivative. Write s = Σ_i c_i and δ̄ = Σ_i c_i δ_i. The combination of residuals is

Σ_i c_i R_i = s R[n_0] + Lδ̄ + ½ Σ_i c_i Q(δ_i,δ_i) + ….

The combined density is n̄ = s n_0 + δ̄. For s = 1 it is n_0 + δ̄, so

R[n̄] = R[n_0] + Lδ̄ + ½ Q(δ̄,δ̄) + ….

Subtract. The constant terms cancel because s = 1, and the linear terms cancel because L is linear:

R[n̄] − R̄ = ½ Q(δ̄,δ̄) − ½ Σ_i c_i Q(δ_i,δ_i) + ….

At fixed weights, the error of the prediction is of second order in the distances between the densities.

Q. And if s is not 1?

A. Let all the δ_i shrink to zero at fixed weights. Then n̄ tends to s n_0, and the difference tends to

R[s n_0] − s R[n_0] = F[s n_0] − s n_0 − s F[n_0] + s n_0 = F[s n_0] − s F[n_0].

The map F fills the orbitals with N electrons whatever density built the potential. The right side therefore integrates to N − sN = N(1 − s). For s ≠ 1 this is not zero, so the function is not zero either. Bringing the densities closer together does not remove the error. With the sum fixed at one, R̄ is a first-order forecast of the new residual; otherwise it is not. If you rescale the density to n̄/s afterwards, its weights c_i/s do add to one, but its forecast is R̄/s, and the length of R̄/s is not what you minimized.

Q. I would normalize a vector of weights by Σ_i c_i² = 1. Why not that?

A. Because it does not serve either purpose: it fixes neither the electron number nor the constant term in the expansion. It also leads to a different problem, an eigenvalue equation, as we can see once the norm has been written out. By linearity in each argument,

‖R̄‖² = ⟨Σ_i c_i R_i, Σ_j c_j R_j⟩ = Σ_i Σ_j c_i c_j ⟨R_i,R_j⟩.

Define the matrix of inner products

B_ij = ⟨R_i,R_j⟩.

It is symmetric, since the inner product is. With c the column of weights,

‖R̄‖² = cᵀBc.

The left side is never negative, so cᵀBc ≥ 0 for every c: B is positive semidefinite. It can have zero eigenvalues.

Q. You have moved from the norm to its square.

A. The square grows with the norm for non-negative values, so both have the same minimizers. The square is a polynomial in the weights and is smooth even where the norm is zero.

Q. Does a minimum exist at all? The weights are unbounded.

A. Use the condition to remove the last weight, c_m = 1 − Σ_{i<m} c_i. Then

R̄ = R_m + Σ_{i<m} c_i (R_i − R_m).

As the remaining weights vary freely, R̄ runs over a flat set of finite dimension: a point, a line, a plane or a higher analogue. We ask for its point nearest to the origin. Such a set is closed. Points farther away than R_m cannot win, so the search can be confined to a closed ball, where a continuous function takes its minimum. The weights are unbounded, but the nearest point exists.

Q. Now I expect a Lagrange multiplier to appear by decree.

A. It can be derived. Let c be a minimizer. Change it to c + td, where t is a number and the entries of d add to zero, so that the condition still holds. The squared norm becomes

(c + td)ᵀB(c + td) = cᵀBc + t(cᵀBd + dᵀBc) + t² dᵀBd.

Since B is symmetric, cᵀBd = dᵀBc, and the middle term is 2t dᵀBc. At a minimum the part linear in t must vanish, or a small t of the right sign would lower the value. Hence

dᵀBc = 0 for every d with Σ_i d_i = 0.

Choose d with +1 in place k, −1 in place m and zero elsewhere. This gives

(Bc)_k = (Bc)_m.

It holds for every k, so all entries of Bc are equal. Call their common value λ:

Σ_j B_ij c_j = λ for i = 1, …, m.

These are m equations for m + 1 unknowns. The missing equation is the condition Σ_j c_j = 1.

Q. And the usual Lagrangian gives the same?

A. Yes. Take

𝓛(c,λ) = cᵀBc − 2λ(Σ_i c_i − 1).

The weight c_k occurs in cᵀBc through both the left and the right factor. Its derivative is

Σ_j B_kj c_j + Σ_i c_i B_ik = 2(Bc)_k,

again by symmetry. Setting the derivative of 𝓛 to zero gives 2(Bc)_k − 2λ = 0, so (Bc)_k = λ. The factor 2 in front of λ was put there to cancel. Without it the multiplier would be twice as large and the weights unchanged.

Q. Where is the border?

A. Move λ to the left and multiply the condition by −1:

Σ_j B_ij c_j − λ = 0,

−Σ_j c_j = −1.

For three residuals, the matrix rows and right-hand sides are

[ B_11  B_12  B_13  −1 ] → 0

[ B_21  B_22  B_23  −1 ] → 0

[ B_31  B_32  B_33  −1 ] → 0

[ −1    −1    −1     0 ] → −1

and the matrix acts on the column (c_1, c_2, c_3, λ). The matrix B has gained a border of −1 and a zero in the corner. For any m, with 1 the column of m ones,

[[B, −1], [−1ᵀ, 0]] (c, λ)ᵀ = (0, −1)ᵀ.

The multiplication by −1 made the matrix symmetric. One may also use a border of +1 and a last right-hand entry of +1. The first rows then read Bc + μ1 = 0, so μ = −λ, and the weights are the same.

Q. Is λ merely an auxiliary number, to be thrown away?

A. It has a meaning. Multiply Bc = λ1 from the left by cᵀ:

cᵀBc = λ cᵀ1 = λ Σ_i c_i = λ.

The left side is ‖R̄‖². So λ is the minimum squared norm, and √λ is the predicted length of R[n̄], the residual of the combined density. Row i also has a geometric reading:

⟨R_i,R̄⟩ = Σ_j c_j ⟨R_i,R_j⟩ = λ.

Each old residual has the same inner product with R̄. Subtracting two rows gives

⟨R_i − R_k, R̄⟩ = 0.

The shortest combination is perpendicular to every difference of residuals, as a line from the origin to the nearest point of a plane is perpendicular to the plane.

Q. A vanishing derivative could also mark a maximum or a saddle.

A. Not here. Let c solve the system and let c + d be any other admissible set of weights, so Σ_i d_i = 0. Then

(c + d)ᵀB(c + d) = cᵀBc + 2dᵀBc + dᵀBd.

Insert Bc = λ1. The middle term is 2λ Σ_i d_i = 0, and cᵀBc = λ, so

(c + d)ᵀB(c + d) = λ + dᵀBd ≥ λ.

No step here required d to be small. Every solution of the bordered system is a global minimizer, and we saw before that every minimizer solves the system.

Q. Show me numbers that I can check by hand.

A. Let the residuals be vectors in a plane with the ordinary dot product:

R_1 = (2, 1), R_2 = (1, 1).

Then B_11 = 5, B_12 = 3 and B_22 = 2. The equations are

5c_1 + 3c_2 = λ, 3c_1 + 2c_2 = λ, c_1 + c_2 = 1.

Subtracting the second from the first gives 2c_1 + c_2 = 0. With the third, c_1 = −1 and c_2 = 2. Then λ = −5 + 6 = 1. Directly,

R̄ = −(2, 1) + 2(1, 1) = (0, 1),

whose squared length is 1. The difference R_1 − R_2 = (1, 0) is perpendicular to it.

Q. One weight is negative. Is that allowed?

A. It is allowed and useful here. Non-negative weights would confine R̄ to the segment between R_1 and R_2. The shortest vector there is R_2 itself, with squared length 2. The negative weight extends the line beyond R_2: the method extrapolates. There is a price. With these weights n̄ = 2n_2 − n_1, which is negative wherever n_1 exceeds 2n_2. The condition protects the number of electrons, not the sign of the density at each point.

Q. Let me return to Σ_i c_i² = 1. I could solve that problem and rescale the weights to unit sum.

A. The derivative of cᵀBc − μ(cᵀc − 1) gives Bc = μc, the promised eigenvalue equation. In our example the smaller eigenvalue satisfies μ² − 7μ + 1 = 0, so μ = (7 − √45)/2 ≈ 0.146. The first row gives c_2 = (μ − 5)c_1/3 ≈ −1.618 c_1. Rescaled to unit sum, the weights are about −1.618 and 2.618, and

R̄ ≈ (−0.618, 1), ‖R̄‖² ≈ 1.38.

This is longer than the minimum of 1. Minimizing under one condition and rescaling to another is not the same as minimizing under the second.

Q. What if B is singular? Your system must then fail.

A. Not necessarily. Take two residuals along a line, R_1 = 1 and R_2 = −1. Then B_11 = B_22 = 1 and B_12 = −1, and B has determinant zero. The bordered equations are

c_1 − c_2 = λ, −c_1 + c_2 = λ, c_1 + c_2 = 1.

Adding the first two gives λ = 0, so c_1 = c_2 = ½. The solution is unique, and the predicted residual is zero.

To find when uniqueness fails, look for a column (d, μ) that the bordered matrix sends to zero:

Bd − μ1 = 0, Σ_i d_i = 0.

Multiply the first equation by dᵀ. This gives dᵀBd = μ Σ_i d_i = 0. But dᵀBd = ‖Σ_i d_i R_i‖², so

Σ_i d_i R_i = 0.

Then Bd = 0 as well, because (Bd)_i = ⟨R_i, Σ_j d_j R_j⟩, and so μ = 0. Conversely, any d with Σ_i d_i = 0 and Σ_i d_i R_i = 0 gives such a column. Since d_m = −Σ_{i<m} d_i, the last equation can be written

Σ_{i<m} d_i (R_i − R_m) = 0.

A nonzero d exists if and only if the differences R_i − R_m are linearly dependent. The bordered matrix is therefore invertible exactly when these differences are independent.

Q. If they are dependent, is the answer useless?

A. The shortest residual is still unique. Two minimizers differ by a d with dᵀBd = 0, which means Σ_i d_i R_i = 0, so they give the same R̄. Add R_3 = (0, 1) to the example. The weights (0, 0, 1) and (−1, 2, 0) both give R̄ = (0, 1). But the first selects the density n_3 and the second selects 2n_2 − n_1, and these can differ. In that case the minimum principle alone does not settle the density. One can drop a stored density or add a rule, such as taking the smallest weights.

## Second half: from the weights to a new density

Q. Before we go on, tell me what we have.

A. The trial densities n_i hold N electrons each and have residuals R_i = F[n_i] − n_i, where F is the Kohn–Sham map. With B_ij = ⟨R_i,R_j⟩, the weights that minimize ‖Σ_i c_i R_i‖² under Σ_i c_i = 1 obey

Bc = λ1, 1ᵀc = 1,

where 1 is a column of ones. Together these are the bordered system. I write R̄ = Σ_i c_i R_i and n̄ = Σ_i c_i n_i. Then λ = ‖R̄‖², and R̄ is perpendicular to all differences R_i − R_k. The weights are unique exactly when the differences R_i − R_m are linearly independent. For unit sum, R̄ differs from the true residual R[n̄] only by terms of second and higher order in the distances between the densities.

We have derived the bordered system for the unit-sum weights that make the combined residual shortest, and shown when those weights are unique. It remains to turn the weights into a new density and to test the method on an atom.
